# Which energy do the forces in a smeared metal belong to?

**Q:** I relax metals with smeared occupations. The energy I quote is the one extrapolated to zero smearing, $E_0=(E+F)/2$. The forces come from the same calculation, so I take them to be the gradients of $E_0$.

**A:** Let us find out by differentiating. First, what are $E$ and $F$ in your calculation?

**Q:** The occupations $f_n$ fall from 1 to 0 over an energy width $w$ around the Fermi level $\mu$. $E$ is the energy with those occupations, and $F=E-TS$.

**A:** I shall write

$$TS=2w\sum_n s(f_n),\qquad \sum_n 2f_n=N .$$

The sums run over spatial orbitals, the factors 2 count spin in a non-magnetic system, and $N$ is held fixed. For Fermi-Dirac smearing $w=k_BT$ and $s=-f\ln f-(1-f)\ln(1-f)$, so

$$w\frac{ds}{df}=w\ln\frac{1-f}{f}=\varepsilon-\mu. \tag{1}$$

Gaussian smearing has $f=\tfrac12\mathrm{erfc}(y)$ and $s=e^{-y^2}/(2\sqrt\pi)$, with $y=(\varepsilon-\mu)/w$. Then $ds/dy=-y\,e^{-y^2}/\sqrt\pi$ and $df/dy=-e^{-y^2}/\sqrt\pi$. Their ratio is $ds/df=y$, which is (1) again. What follows needs (1), and I claim it for these two schemes.

**Q:** And the force?

**A:** In a mean-field theory $E$ depends on the density matrix $\rho=\sum_n2f_n|n\rangle\langle n|$ and explicitly on a nuclear coordinate $R$. The mean-field Hamiltonian $H$ is defined by $\delta E=\mathrm{Tr}(H\,\delta\rho)$ at fixed $R$, and at self-consistency $H|n\rangle=\varepsilon_n|n\rangle$. The program that prints your forces evaluates

$$\mathcal F=-\left.\frac{\partial E}{\partial R}\right|_{\rho},$$

the Hellmann-Feynman force, nuclear repulsion included. It ignores the change of $\rho$. The question is which energy permits that.

**Q:** Then differentiate $E$ in full.

**A:** With a prime for the total derivative along $R$,

$$E'=-\mathcal F+\mathrm{Tr}(H\rho').$$

In a fixed orthonormal basis,

$$\mathrm{Tr}(H\rho')=\sum_n2f_n'\varepsilon_n+\sum_n2f_n\varepsilon_n\left(\langle n'|n\rangle+\langle n|n'\rangle\right).$$

The last bracket is the derivative of $\langle n|n\rangle=1$ and vanishes. The orbital response has dropped out, but the occupation response has not:

$$E'=-\mathcal F+2\sum_nf_n'\varepsilon_n .$$

By (1), the entropy term changes as

$$(TS)'=2\sum_n w\frac{ds}{df_n}f_n'=2\sum_n(\varepsilon_n-\mu)f_n'=2\sum_n\varepsilon_nf_n'. \tag{2}$$

The last step uses $\sum_nf_n'=0$, which is fixed $N$. Subtracting,

$$F'=E'-(TS)'=-\mathcal F .$$

The force is the negative gradient of $F$.

**Q:** My basis functions move with the atoms. Does that spoil it?

**A:** It changes the expression for the force in two ways. With coefficient vectors $c_n$ and overlap matrix $O$, we have $Hc_n=\varepsilon_nOc_n$ and $c_n^\dagger Oc_n=1$. First, $\rho$ now means the matrix $\sum_n2f_nc_nc_n^\dagger$, and $\mathcal F=-\partial E/\partial R|_\rho$ is taken at fixed matrix $\rho$. It therefore contains, besides the Hellmann-Feynman force, the change of all matrix elements caused by the motion of the basis functions. Second, the bracket above becomes $c_n'^\dagger Oc_n+c_n^\dagger Oc_n'$, and differentiating $c_n^\dagger Oc_n=1$ shows that this equals $-c_n^\dagger O'c_n$. So $\sum_n2f_n\varepsilon_n\,c_n^\dagger O'c_n$ must be added to this $\mathcal F$. The complete force is still $-F'$. An unconverged density is a different matter: the argument used self-consistency.

**Q:** How far is $-E_0'$ from the force?

**A:** Since $E_0=F+TS/2$, equation (2) gives

$$-E_0'-\mathcal F=-\tfrac12(TS)'=-\sum_n(\varepsilon_n-\mu)f_n'.$$

At fixed $w$ the occupation depends on $\varepsilon_n-\mu$, so $f_n'=-g_n(\varepsilon_n'-\mu')$ with $g=-\partial f/\partial\varepsilon$. Therefore

$$-E_0'-\mathcal F=\sum_ng_n(\varepsilon_n-\mu)(\varepsilon_n'-\mu'),\qquad \mu'=\frac{\sum_ng_n\varepsilon_n'}{\sum_ng_n}. \tag{3}$$

The value of $\mu'$ follows from $\sum_nf_n'=0$. The slopes $\varepsilon_n'$ include the self-consistent response. For $E=F+TS$ the mismatch is twice as large. In an insulator with gap $E_g$ and $\mu$ near its middle, the Fermi-Dirac $g_n$ at the band edges is about $e^{-E_g/2w}/w$, so the mismatch dies off exponentially as $E_g/w$ grows. A gap of a few $w$ is not enough: at $E_g=7w$ the factor $e^{-3.5}$ is still 0.03.

**Q:** Show me a metal where it does not.

**A:** Take a model chain with atoms A–B–A in a cell of 7.5 Å and three electrons per cell. A filled band holds two electrons, so an odd number leaves a band partly filled. With $d$ the distance between two atoms and $a=2.5$ Å, the ingredients are:

- hopping $h(d)=-(1\ \text{eV})\,e^{-(d-a)/(1\ \text{Å})}$ between first and second neighbours;
- repulsion $\phi(d)=(0.35\ \text{eV})\,e^{-(d-a)/(0.25\ \text{Å})}$ between first neighbours;
- site energies 0 on A and $-1$ eV on B;
- a charging energy $\tfrac12U\sum_i(q_i-1)^2$, with $U=1$ eV and $q_i$ the electron number on atom $i$.

At fixed $\rho$ only the distances depend on the positions, so

$$\mathcal F=-\sum_b\left[P_bh'(d_b)+\phi'(d_b)\right]\frac{\partial d_b}{\partial R}.$$

Here $h'$ and $\phi'$ are derivatives with respect to $d$, $P_b=2\,\mathrm{Re}\,\rho_{ij}$ for the bond $b$ between atoms $i$ and $j$, and $\phi$ is absent for second neighbours. The charging term gives no explicit force because $q_i$ is fixed with $\rho$.

I put the atoms at $-0.15$, $2.50$ and $5.05$ Å, repeated in every cell, with Fermi-Dirac smearing of $w=0.1$ eV (about 1160 K). The self-consistent solution on a uniform k-mesh gives, per cell, $F=-3.76219$ eV and $TS=0.03545$ eV. Hence $E_0=F+TS/2=-3.7622+0.0177=-3.7445$ eV. I obtained the gradients from central differences of the energies, solving the chain afresh at each displaced position. In eV/Å:

| Atom | $\mathcal F$ | $-F'$ | $-E_0'$ |
|---|---:|---:|---:|
| A, left | 1.5915 | 1.5915 | 1.6002 |
| B | −0.2231 | −0.2231 | −0.2254 |
| A, right | −1.3684 | −1.3684 | −1.3748 |

On the left atom the mismatch is $1.6002-1.5915=0.0087$ eV/Å, or 14 pN. For $E$ the gradient is $-E'=1.6088$ eV/Å, which is off by 0.0173 eV/Å, twice as much. The three $E_0$ mismatches, 0.0087, −0.0023 and −0.0064 eV/Å, add up to zero within rounding. They must, because a rigid shift of the chain changes no level.

With Gaussian smearing of the same $w$, the mismatch on the left atom is 0.0011 eV/Å.

**Q:** But $E_0$ is constructed to remove the smearing error. Why does that not carry over to the forces?

**A:** Follow the error in $w$. At fixed nuclei, $F$ is stationary against changes of $\rho$ that conserve $N$, by the same cancellation as before. Only the explicit $w$ in $TS$ counts:

$$\frac{dF}{dw}=-2\sum_ns(f_n).$$

Let $D$ be the density of states at the Fermi level, both spins counted, in the zero-width solution. Assume that the Fermi level lies inside a smooth part of the band and that the solution changes smoothly with $w$. Because $s$ is even in $y$, the linear variation of the density of states integrates to zero, and

$$2\sum_ns(f_n)=wD\int s\,dy+O(w^3).$$

Integrating by parts, with $ds/dy=y\,df/dy$,

$$\int s\,dy=-\int y\frac{ds}{dy}\,dy=\int y^2\left(-\frac{df}{dy}\right)dy\equiv2c .$$

This second moment is $\pi^2/3$ for Fermi-Dirac and $1/2$ for Gaussian smearing, so $c=\pi^2/6$ and $c=1/4$. Integrating $dF/dw=-2cwD+O(w^3)$ from zero width,

$$F=E(0)-cw^2D+O(w^4),\qquad TS=2cw^2D+O(w^4).$$

Adding half of $TS$ to $F$ cancels the quadratic term: $E_0=E(0)+O(w^4)$. The force, however, belongs to $F$:

$$\mathcal F=\mathcal F(0)+cw^2\frac{dD}{dR}+O(w^4). \tag{4}$$

The derivative of $D$ is taken at fixed $N$, with the Fermi level following. The quadratic error is removed from the energy you quote and stays in the force you print. It vanishes at this order if the motion leaves $D$ unchanged.

**Q:** Does the chain follow (4)?

**A:** At small width it does. Let both A atoms move away from B by $s$, now a length, and take $s=0.1$ Å. For zero width I integrated over the occupied part of the bands by Gauss-Legendre quadrature, which gives a force along $s$ of $-3.0028$ eV/Å. The slope of the band at the Fermi level gives $D=1.042$ eV⁻¹ per cell, and differences in $s$ give $dD/ds=0.7216$ eV⁻¹Å⁻¹. For $w=0.04$ eV, equation (4) predicts a shift of

$$1.645\times(0.04)^2\times0.7216=1.90\times10^{-3}\ \text{eV/Å}.$$

The table compares such predictions with the computed Fermi-Dirac shifts. The last three columns are in meV/Å, and shifts are relative to zero width.

| $w$ (eV) | $E_0-E(0)$ (meV) | shift of $\mathcal F$ | $cw^2\,dD/ds$ | shift of $-dE_0/ds$ |
|---:|---:|---:|---:|---:|
| 0.02 | 0.0003 | 0.477 | 0.475 | −0.002 |
| 0.04 | 0.0056 | 1.935 | 1.899 | −0.039 |
| 0.10 | 0.27 | 13.6 | 11.9 | −1.5 |
| 0.20 | 0.18 | 55.8 | 47.5 | 9.3 |

From the first row to the second, the error of $E_0$ grows by a factor of 17 and that of its slope by 18, close to the 16 of a fourth-order law. At 0.20 eV that law has failed: the error of $E_0$ is smaller than at 0.10 eV, while its slope is off by 9.3 meV/Å. A small error in $E_0$ at one geometry therefore does not guarantee a small error in its gradient.

**Q:** So $-E_0'$ would be the better estimate of the zero-width force?

**A:** In these four rows, yes. It is still not what the calculation prints. To obtain it you need the extra term (3), with its response, or differences of $E_0$. The zero-width force can also be approached by reducing $w$, with a k-mesh fine enough for the sharper occupations. Where (4) holds, the printed forces at two widths can be combined as $[4\mathcal F(w/2)-\mathcal F(w)]/3$, which cancels the quadratic term: the first two rows give $(4\times0.477-1.935)/3=-0.009$ meV/Å. If the smearing is Fermi-Dirac and $w$ represents a real electronic temperature, $F$ is the intended energy and there is nothing to extrapolate.

**Q:** What does this do to a relaxation?

**A:** Forces and energies disagree if you monitor $E_0$. At $w=0.1$ eV, I integrated the force from $s=0$ to $0.1$ Å by quadrature. The work done against it is 0.12661 eV. $F$ rises by 0.12661 eV, but $E_0$ rises by 0.12742 eV, which is 0.8 meV more. A line search that combines these forces with $E_0$ is using the slope of one function and the values of another.

**Q:** And the final structure?

**A:** It is the minimum of $F$. Relaxing $s$ alone, the force vanishes at $s=0.00468$ Å, where $E_0$ still has the slope $dE_0/ds=0.00207$ eV/Å. The stiffness there, $d^2F/ds^2$, is 22.7 eV/Å². Using it for $E_0$ as well, I estimate that the minimum of $E_0$ is displaced by

$$\Delta s\approx-\frac{0.00207}{22.7}\ \text{Å}=-9.1\times10^{-5}\ \text{Å}.$$

Locating that minimum directly gives $s=0.00459$ Å, in agreement. The zero-width minimum along $s$ is at $0.00461$ Å. All of this holds with the three-atom period imposed. The middle band is half filled, and a one-dimensional chain with a half-filled band is unstable at zero width against doubling its cell (the Peierls distortion). Here $F$ resists such a doubling at $w=0.1$ eV but not at $0.02$ eV, so the small-width results describe the chain held at its three-atom period.

**Q:** That is negligible.

**A:** For this stiff coordinate it is. The displacement is slope divided by stiffness, so the same slope on a coordinate a hundred times softer would give about 0.01 Å. The disagreement in the gradients also matters when you ask for a tight force threshold or check forces by finite differences. Make that check against $F$. Quote $E_0$ where the expansion in $w$ holds, which needs a density of states that is smooth near the Fermi level on the scale of $w$ and a k-mesh fine enough to resolve it. If a discrete level at $\mu$ stays partly filled as $w\to0$, as in a cluster with a degenerate open shell, $TS$ is linear in $w$. Then $E_0$ misses the zero-width energy by about $TS/2$, and $E$ lies closer to it.
